\section*{Perimeter current and the resistance error of a misaligned Kelvin contact}

\section*{The structure}

A cross-bridge Kelvin structure measures the resistance of a contact between metal and a semiconductor sheet. Current $I$ enters through one arm of the sheet and leaves through the metal. A second arm carries no net current and reports a voltage. If the contact is smaller than the area where the arms meet, current flows in the sheet around its perimeter, and the second arm registers part of the resulting voltage drop.

Let $x$ point right and $y$ up. The sheet, of resistance $R_s$ per square, consists of
\begin{itemize}
\item the current arm, $x<0$, $-W_y<y<0$;
\item the junction rectangle, $0<x<W_x$, $-W_y<y<0$;
\item the voltage arm, $0<x<W_x$, $y>0$.
\end{itemize}
The outer walls are insulating. The rectangular contact lies inside the junction, with its left edge at $x=\delta_x$ and its top edge at $y=-\delta_y$. There are also gaps on its right and bottom sides. Misalignment changes all four gaps. The metal is an equipotential at $V=0$, and the contact has specific resistance $\rho_c$ and area $A$. The sheet is treated as two-dimensional and ohmic.

\section*{(a) What does the voltage arm measure?}

\textit{Find the equations for the sheet potential $V$ and express the measured voltage through $V$ near the mouth of the voltage arm.}

\textbf{Solution.} The sheet current density, per unit width, is $\mathbf j=-\nabla V/R_s$. Outside the contact it is conserved. Beneath the contact a current $V/\rho_c$ per unit area leaves for the metal, so $\nabla\cdot\mathbf j=-V/\rho_c$. Hence
\begin{equation}
\nabla^2V=0\ \text{(outside)},\qquad
\nabla^2V=\frac{V}{\lambda^2}\ \text{(beneath)},\qquad
\lambda=\sqrt{\rho_c/R_s}.
\end{equation}
The transfer length $\lambda$ is the distance over which current passes into the metal. When it is much smaller than the gaps, the contact edge acts as a line at $V=0$. Parts (b) to (e) treat this limit.

Far to the left the current is uniform, so
\begin{equation}
V\simeq-\mathcal E x+\text{const},\qquad \mathcal E=R_sI/W_y .
\end{equation}
In the voltage arm define $\Phi(y)=\int_0^{W_x}V\,dx$. Its derivative is
\begin{equation}
\Phi'(y)=\int_0^{W_x}\partial_yV\,dx=-R_s\int_0^{W_x}j_y\,dx=0,
\end{equation}
because no net current flows along the arm. Far up the arm $V$ is uniform and equals the measured voltage, so
\begin{equation}
V_{\rm tap}=\Phi/W_x,\qquad R_k=V_{\rm tap}/I ,
\end{equation}
where $\Phi$ may be evaluated at any $y>0$. The arm reports the average potential across its mouth, although local currents may circulate there.

\section*{(b) Which part of the perimeter matters?}

\textit{For gaps of order $\delta\ll W_x,W_y$, reduce the problem to one corner, and relate $V_{\rm tap}$ to the potential far from that corner.}

\textbf{Solution.} With no gaps and $\lambda\to0$, the potential is $V=-\mathcal E x$ in the current arm and zero in the voltage arm. Small gaps produce a leading signal at the corner where both arms meet. Seen on the scale $\delta$, the sheet there is the whole plane with two quadrants removed: an insulating one, $x<0,\ y>0$, and the contact, $x>\delta_x,\ y<-\delta_y$. The potential grows as $-\mathcal E x$ at lower left and decays at upper right.

Far out at upper right, the boundaries are an insulating line $x=0$ and a line $V=0$ that appears to lie at $y=0$. The decaying harmonic functions compatible with them are $r^{-n}\sin n\theta$ with $n$ odd. The slowest is
\begin{equation}
V\simeq B\,\frac{\sin\theta}{r}=\frac{By}{x^2+y^2}.
\end{equation}
At a height with $\delta\ll y\ll W_x$ the integral across the arm may be extended to infinity:
\begin{equation}
\Phi=\int_0^\infty\frac{By\,dx}{x^2+y^2}=\frac{\pi B}{2},
\qquad V_{\rm tap}=\frac{\pi B}{2W_x}.
\label{eq:tap}
\end{equation}

The other gaps enter at higher order. The bottom gap disturbs the current arm by a dipole potential of strength proportional to $\mathcal E\delta^2$, whose field at the upper corner is of order $\mathcal E\delta^2/W^2$. The right gap sees a field of order $B/W^2$ and creates a dipole of order $B\delta^2/W^2$. Reflections of the corner's own dipole fields in the arm walls have the same order. The relative correction is therefore of order $(\delta/W)^2$.

\section*{(c) The potential at the corner}

\textit{Map the first quadrant of a complex $w$ plane onto the corner region and find $B$.}

\textbf{Solution.} Let $z=x+iy$. Try, with positive constants $a,p,q$,
\begin{equation}
\frac{dz}{dw}=-a\frac{S(w)}{w^2},\qquad
S(w)=\sqrt{(w^2-p^2)(w^2+q^2)},
\label{eq:map}
\end{equation}
where $S\simeq w^2$ at large $w$. The square roots of the two factors are taken with arguments between $0$ and $\pi/2$. The boundary can be followed directly.
\begin{itemize}
\item For real $w>p$, $S>0$. As $w$ falls from infinity to $p$, $z$ moves right along the horizontal insulating wall, $y=0$, $x<0$.
\item For $0<w<p$, $S=i|S|$. As $w$ falls to zero, $dz=-ia|S|\,dw/w^2$ points upward, along the vertical insulating wall.
\item For $w=iv$, $0<v<q$, again $S=i|S|$. With $w^2=-v^2$ and $dw=i\,dv$, $dz=-a|S|\,dv/v^2$. As $v$ rises, $z$ comes in from the right along the top of the contact.
\item For $v>q$, $S=-|S|$ and $dz=-ia|S|\,dv/v^2$. Now $z$ moves down the left edge of the contact.
\end{itemize}
These are the four boundary pieces, traversed once with the region on the same side as the quadrant. The insulating corner is at $w=p$ and the contact corner at $w=iq$.

The potential must vanish on the imaginary $w$ axis and have no normal derivative on the real axis. Both hold for $V=\kappa\,{\rm Re}\,w$. At large $w$, $z\simeq-aw$, so $V\simeq-\kappa x/a$. Matching to $-\mathcal Ex$ gives $\kappa=a\mathcal E$.

At small $w$, $S\to ipq$. Equation (\ref{eq:map}) then integrates to
\begin{equation}
z\simeq\frac{iapq}{w}
\quad\Longrightarrow\quad
w\simeq\frac{iapq}{z}=iapq\,\frac{x-iy}{r^2},
\end{equation}
whose real part is $apq\,y/r^2$. Multiplication by $\kappa$ gives
\begin{equation}
B=\mathcal E a^2pq .
\label{eq:B}
\end{equation}

\section*{(d) The resistance for arbitrary gaps}

\textit{Express $\delta_x$ and $\delta_y$ through the map constants and find the resistance.}

\textbf{Solution.} The separation of the two corners is
\begin{equation}
\delta_x-i\delta_y=-a\int_p^{iq}\frac{S}{w^2}\,dw .
\end{equation}
The integrand has a pole at $w=0$. Integrate by parts, using $S(p)=S(iq)=0$. Differentiating $S^2$ gives $SS'=w(2w^2+q^2-p^2)$, hence
\begin{equation}
\int_p^{iq}\frac{S}{w^2}\,dw=\int_p^{iq}\frac{S'}{w}\,dw
=\int_p^{iq}\frac{2w^2+q^2-p^2}{S}\,dw .
\end{equation}
The last integrand is regular at the origin, so the path may run from $p$ to $0$ and then to $iq$. On both pieces $S=i|S|$. The first piece gives $iP$ and the second, where $dw=i\,dv$, gives $-Q$, with
\begin{align}
P&=\int_0^p\frac{q^2-p^2+2w^2}{\sqrt{(p^2-w^2)(q^2+w^2)}}\,dw,\\
Q&=\int_0^q\frac{p^2-q^2+2v^2}{\sqrt{(q^2-v^2)(p^2+v^2)}}\,dv .
\end{align}
Therefore $\delta_x=aQ$ and $\delta_y=aP$.

To evaluate $P$, set $h^2=p^2+q^2$, $k=p/h$, $k'=q/h$ and $w=p\cos t$. Then $q^2+w^2=h^2\Delta^2$ with $\Delta^2=1-k^2\sin^2t$, and the numerator is $2(q^2+w^2)-h^2=h^2(2\Delta^2-1)$. So
\begin{equation}
P=h\int_0^{\pi/2}\left(2\Delta-\frac1\Delta\right)dt=h\,[2E(k)-K(k)],
\end{equation}
where $K$ and $E$ are the complete elliptic integrals of modulus $k$. Exchanging $p$ and $q$ gives $Q=h[2E(k')-K(k')]$. With $s=ah$,
\begin{equation}
\delta_y=s[2E(k)-K(k)],\qquad \delta_x=s[2E(k')-K(k')],
\label{eq:gaps}
\end{equation}
and $k^2+k'^2=1$. The ratio of the gaps fixes $k$; their size then fixes $s$. Equation (\ref{eq:B}) becomes $B=\mathcal E s^2kk'$. Inserting it in (\ref{eq:tap}), with $\mathcal E=R_sI/W_y$, and dividing by $I$ gives
\begin{equation}
\boxed{R_{\rm geom}=\frac{\pi}{2}\,kk's^2\,\frac{R_s}{W_xW_y}}
\label{eq:main}
\end{equation}
at leading order in $\delta/W$ and for $\lambda\ll\delta$.

The result is quadratic in the gaps. One power of $\delta$ comes from the potential $\mathcal E\delta$ near the corner, the other from the fraction $\delta/W_x$ of the voltage arm that feels it. Exchange of $\delta_x$ and $\delta_y$ exchanges $k$ and $k'$ and leaves the resistance unchanged, as reciprocity between the arms requires.

\section*{(e) Equal gaps, a flush edge and a small shift}

\textit{Evaluate the result for $\delta_x=\delta_y=\delta$ and for $\delta_x=0$. How does a small misalignment change it?}

\textbf{Solution.} For equal gaps take $p=q=1$. Then, with $u=w^4$,
\begin{equation}
P=\int_0^1\frac{2w^2\,dw}{\sqrt{1-w^4}}
=\frac12\int_0^1u^{-1/4}(1-u)^{-1/2}du
=\frac{\sqrt\pi\,\Gamma(3/4)}{2\,\Gamma(5/4)} .
\end{equation}
Using $\Gamma(5/4)=\Gamma(1/4)/4$ and $\Gamma(3/4)=\pi\sqrt2/\Gamma(1/4)$ gives $P=(2\pi)^{3/2}/\Gamma(1/4)^2$. Since $a=\delta/P$, $B=\mathcal E\delta^2/P^2$ and
\begin{equation}
R_{\rm geom}=c\,\frac{R_s\delta^2}{W_xW_y},\qquad
c=\frac{\pi}{2P^2}=\frac{\Gamma(1/4)^4}{16\pi^2}=1.0942 .
\label{eq:equal}
\end{equation}

If the contact is flush with the mouth of the current arm, $\delta_x=0$, numerical solution of (\ref{eq:gaps}) gives $R_{\rm geom}=0.325\,R_s\delta_y^2/(W_xW_y)$. The error does not vanish, because current still passes through the gap above the contact and enters it from the top.

Now start from equal gaps $\delta_0$ and move the contact by $m_x$ away from the current arm and $m_y$ away from the voltage arm. By the exchange symmetry, the resistance at fixed mean gap is even in the difference of the gaps. To first order in that difference,
\begin{equation}
R_{\rm geom}\simeq c\,\frac{R_s}{W_xW_y}\left(\delta_0+\frac{m_x+m_y}{2}\right)^2 .
\label{eq:shift}
\end{equation}
Shifts of opposite sign and equal size cancel at this order.

The finite-width correction was computed by a finite-volume solution of the complete two-arm sheet, extrapolated from two graded grids. With $W_x=W_y=W$, $\lambda=0$ and four equal gaps, the coefficient $R_kW^2/(R_s\delta^2)$ is 1.141, 1.105 and 1.097 for $\delta/W=0.20$, 0.10 and 0.05. Relative to $c$, the excess is 4.2\%, 1.0\% and 0.24\%. It falls about fourfold at each halving, as expected for a correction of order $(\delta/W)^2$.

The arms themselves also matter. If they are cut off at their mouths, with uniform current injected at $x=0$ and the potential averaged along $y=0$, the coefficient at $\delta/W=0.05$ becomes 1.133 instead of 1.097.

\section*{(f) Is the error independent of the contact resistivity?}

\textit{Find the first effect of a small transfer length.}

\textbf{Solution.} Let $n$ be the distance into the contact from a straight edge. If $V$ varies slowly along the edge, $V=V_0e^{-n/\lambda}$ beneath the metal, so at the edge
\begin{equation}
V=-\lambda\,\partial_nV .
\end{equation}
Potential and current are continuous there, so the same relation holds just outside. An ideal edge displaced inward by $\lambda$ would produce the same value of $V$ at the old edge, to first order. The leading effect of finite $\rho_c$ is therefore to replace each gap by $\delta+\lambda$:
\begin{equation}
R_k\simeq c\,\frac{R_s}{W_xW_y}\left(\delta^2+2\delta\lambda\right)
\qquad(\text{equal gaps},\ \lambda\ll\delta).
\label{eq:lambda}
\end{equation}
The added term is proportional to $\delta\sqrt{\rho_cR_s}$. It exceeds $\rho_c/A$, which is of second order in $\lambda$ when $A$ is comparable to $W_xW_y$.

The straight-edge argument fails within about $\lambda$ of the contact corner. The edge field there varies as $r^{-1/3}$. A boundary value $\lambda\cdot\lambda^{-1/3}$, acting over a length $\lambda$ with a response to the voltage arm that also varies as $\lambda^{-1/3}$, contributes at order $\lambda^{4/3}$. This is the next term.

In the full-sheet calculation with $\delta/W=0.1$, raising $\lambda/\delta$ from 0 to 0.05 raises the coefficient from 1.105 to 1.216. The rise is 1.4\% larger than the first-order value $2c\times0.05=0.109$. This closeness is partly a cancellation: finite width adds about 2\%, the $\lambda^{4/3}$ term, which is negative, removes about 3\%, and the $\lambda^2$ term adds about 2.6\%. After subtraction of $\rho_c/A$, the coefficient is 1.21, 2.04 and 3.60 for $\lambda/\delta=0.05$, 0.5 and 2. The geometric error is thus not a fixed resistance added to $\rho_c/A$; it approaches a value independent of $\rho_c$ when $\lambda\ll\delta$, and it levels off again at a larger value, a coefficient of about 4.7 here, when $\lambda$ exceeds the arm width.

\section*{(g) A contact to heavily doped silicon}

\textit{Take $R_s=100\ \Omega$ per square, $\rho_c=10^{-9}\ \Omega\,{\rm cm}^2$, arms 2000 nm wide and a square contact of side 1400 nm. The nominal gaps are 300 nm. The contact is displaced 100 nm away from the current arm and 50 nm away from the voltage arm. What contact resistivity would be inferred from $R_kA$?}

\textbf{Solution.} The gaps are $\delta_x=400$ nm and $\delta_y=350$ nm; those on the right and bottom are 200 and 250 nm. The transfer length is
\begin{equation}
\lambda=\sqrt{10^{-9}/100}\ {\rm cm}=3.16\times10^{-6}\ {\rm cm}=31.6\ {\rm nm}.
\end{equation}
With $A=1.96\times10^{-8}\ {\rm cm}^2$, the sought resistance is $\rho_c/A=0.051\ \Omega$. Before misalignment, (\ref{eq:equal}) gives
\begin{equation}
R_{\rm geom}=1.0942\times100\ \Omega\times(300/2000)^2=2.46\ \Omega .
\end{equation}
For the displaced contact, (\ref{eq:shift}) has a mean gap of 375 nm and gives $3.85\ \Omega$. Numerical solution of (\ref{eq:gaps}) followed by (\ref{eq:main}) gives the same value to this precision. The misalignment has added $1.39\ \Omega$.

The full-sheet calculation gives $3.90\ \Omega$ at $\rho_c=0$ and $4.58\ \Omega$ at the actual $\rho_c$. Adding $\lambda$ to both gaps in the corner formula gives $4.53\ \Omega$. The inferred resistivity is
\begin{equation}
R_kA=4.58\ \Omega\times1.96\times10^{-8}\ {\rm cm}^2
=9.0\times10^{-8}\ \Omega\,{\rm cm}^2,
\end{equation}
about 90 times the true value.

Subtracting a calculated $R_{\rm geom}$ is delicate. An error of 5 nm in both gaps changes it by $0.10\ \Omega$, twice $\rho_c/A$. Fitting the full $R_k$ is better conditioned, because $\rho_c$ also acts through $\lambda$. To first order, however, the measurement fixes only gap plus $\lambda$. A 5 nm gap error is then a 16\% error in $\lambda$, or about 32\% in $\rho_c$, at fixed $R_s$.

The parameters are rough values for a test structure with a silicided contact to heavily doped n-type silicon; this $\rho_c$ is a low one. For a film 50 nm thick and a mobility of 70 cm$^2$/Vs, $R_s$ implies $1.8\times10^{20}$ carriers per cm$^3$, a degenerate layer. A 100 $\mu$A test current gives a sheet field of 50 V/cm and, at a straight contact edge, a voltage $\mathcal E\lambda=0.16$ mV. The voltage is higher near the contact corner but still far below $kT/q=25.9$ mV at 300 K, which supports a linear contact law. The dissipation is 1 $\mu$W per square. If the heat spreads into bulk silicon with a thermal conductivity of 100 W/(m\,K), the heating scale, power divided by conductivity and arm width, is 5 mK; a buried oxide would raise it.

A larger omission is film thickness $t$. Consider a cross-section $-t<y<0$ with a perfect contact on the top face at $x>0$ and insulating boundaries elsewhere. The potential is
\begin{equation}
V=\mathcal E\,\frac{2t}{\pi}\,{\rm Re}\,{\rm arcosh}\,e^{-\pi z/2t}.
\end{equation}
The real part vanishes on the contact, and the imaginary part is constant on each insulating face. Far to the left ${\rm arcosh}\,\zeta\simeq\ln2\zeta$, so $V\simeq\mathcal E[|x|+(2\ln2/\pi)t]$. Each gap grows by $0.441t=22$ nm, which raises $R_{\rm geom}$ by $0.47\ \Omega$ when $\lambda\to0$. This shift and $\lambda$ do not simply add. Solving the same cross-section numerically with the actual $\rho_c$ at the contact gives a total shift of about 40.5 nm, against $\lambda=31.6$ nm for a two-dimensional sheet. A two-dimensional fit with known gaps would read the total as $\lambda$ and overestimate $\rho_c$ by about 64\%. Near the contact corner a three-dimensional calculation is needed. Silicide also consumes part of the film, so the sheet resistance beneath the contact can exceed $R_s$; the model leaves this out. Metal of $0.05\ \Omega$ per square, a rough value, also gives a drop per square about equal to the sought contact drop $I\rho_c/A$, so here the equipotential assumption is adequate for $R_{\rm geom}$ but may not be for resolving $\rho_c/A$, depending on where the current leaves the metal.
